\section*{Why a Heated Wafer Repels Small Particles, and When It Fails}

\section{Definitions and conventions}

A hot wafer lies horizontally, facing up, at $z=0$. A colder showerhead at $z=H$ supplies gas uniformly. The gas is monatomic, with molecular mass $m$, number density $n$, density $\rho=nm$, temperature $T$, viscosity $\eta$, kinematic viscosity $\nu=\eta/\rho$ and thermal conductivity $\kappa$. Its mean molecular speed is $\bar c=\sqrt{8k_BT/\pi m}$. Primes on gas fields denote derivatives with respect to height. There is no plasma, and at first no net flux into the wafer.

A spherical particle of radius $a$, much smaller than the mean free path, drifts relative to the mass-average gas velocity at
\begin{equation}
V_T=-K\nu\frac{T'}{T},\qquad K=\frac{3}{4(1+\pi\alpha/8)}.
\label{drift}
\end{equation}
Here $\alpha$ is the fraction of molecules re-emitted diffusely at the gas temperature; the rest reflect as from a mirror. Full accommodation, $\alpha=1$, gives $K=0.54$. Above a hot wafer $T'<0$, so $V_T$ points up.

It is tempting to say that particles avoid the wafer when $V_T$ exceeds the approaching gas speed. This needs a location. The normal gas speed vanishes at an impermeable wafer, whereas $V_T$ does not. The comparison therefore sets the thickness of a particle-free layer; the layer's existence depends on settling and other forces at the wafer.

\section{Why the particle drifts}

\subsection{Momentum delivered by molecules}

The small particle does not disturb the molecules arriving at it. For mirror reflection at incidence angle $\psi$, the impact parameter is $b=a\sin\psi$ and the deflection angle is $\chi=\pi-2\psi$. Hence $b\,|db|=(a^2/4)\sin\chi\,|d\chi|$: scattering is isotropic, and the mean outgoing momentum is zero. On average each molecule delivers all its momentum, so
\begin{equation}
\mathbf F=\pi a^2m\int c\,\mathbf c\,f\,d^3c .
\label{force}
\end{equation}
Diffuse reflection delivers the same incoming momentum, plus the recoil of re-emission.

Let $C^2=mc^2/2k_BT$. Integration by parts over a Maxwellian gives
\begin{equation}
\langle c^jC^2\rangle=\tfrac{j+3}{2}\langle c^j\rangle .
\label{moments}
\end{equation}
Thus $\langle c^3\rangle=4(k_BT/m)\bar c$ and $\langle c^4\rangle=15(k_BT/m)^2$.

\subsection{Drag}

If gas moves slowly at speed $v$ past the particle, $f=f_0(1+mvc_z/k_BT)$. Since $\langle cc_z^2\rangle=\langle c^3\rangle/3$, the force \eqref{force} is
\begin{equation}
F=\pi a^2nm\frac{mv}{k_BT}\frac{4k_BT}{3m}\bar c
=\frac43\pi a^2\rho\bar c\,v .
\end{equation}
For diffuse reflection, consider a surface element with outward normal $\mathbf N$. The drift changes the arrival flux by $-nvN_z/2$, because half of $\langle c_N^2\rangle=k_BT/m$ belongs to arriving molecules. Emitted molecules have mean normal speed $\sqrt{\pi k_BT/2m}=\pi\bar c/4$. Their recoil adds
\begin{equation}
\int\left(-\frac{nvN_z}{2}\right)\left(-\frac{\pi m\bar cN_z}{4}\right)dA
=\frac{\pi}{8}\rho\bar cv\,\frac{4\pi a^2}{3}.
\end{equation}
The drag coefficient is therefore
\begin{equation}
\gamma=\frac43\pi a^2\rho\bar c\left(1+\frac{\pi\alpha}{8}\right).
\label{drag}
\end{equation}

\subsection{Thermal force}

At first Sonine order, heat flow is described by $f=f_0[1+Bc_z(C^2-5/2)]$. The constant $5/2$ makes the mean gas velocity zero. Equation \eqref{moments} gives the heat flux
\begin{equation}
q=\frac{nmB}{6}\langle c^4\rangle\left(\frac72-\frac52\right)
=\frac52nmB\left(\frac{k_BT}{m}\right)^2
\end{equation}
and the force
\begin{equation}
F_T=\frac{\pi a^2nmB}{3}\langle c^3\rangle\left(3-\frac52\right)
=\frac{2\pi}{3}a^2nk_BT\bar cB .
\end{equation}
Eliminating $B$ and using $m/k_BT=8/(\pi\bar c^2)$,
\begin{equation}
F_T=\frac{4\pi}{15}a^2q\frac{m\bar c}{k_BT}
=\frac{32}{15}\frac{a^2q}{\bar c}.
\label{thermal}
\end{equation}
Re-emission adds nothing: the change in arrival flux is proportional to half of $\langle c_N^2(C^2-5/2)\rangle$, which is zero. The force follows the heat flux, from hot to cold, and does not depend on $\alpha$. Accommodation changes the drift through drag alone.

\subsection{From conductivity to viscosity}

To express the drift through $\nu$, we need $\kappa/\eta$. Take the shear function $\psi=c_xc_y$ and the heat function $\chi=c_z(C^2-5/2)$. Let $[\psi,\psi]$ be the integral of $\psi$ times the linearized collision operator acting on $\psi$. For a velocity gradient $S$, the streaming term is $S(m/k_BT)\psi f_0$; for a temperature gradient at uniform pressure it is $(T'/T)\chi f_0$. Balancing each against collisions, with trial corrections $-b\psi$ and $-\beta\chi$, gives
\begin{equation}
b=\frac{Smn\langle\psi^2\rangle}{k_BT[\psi,\psi]},\qquad
\beta=\frac{T'n\langle\chi^2\rangle}{T[\chi,\chi]} .
\end{equation}
The momentum flux is $-mnb\langle\psi^2\rangle=-\eta S$, and the heat flux is $-nk_BT\beta\langle\chi^2\rangle=-\kappa T'$. With $\langle\psi^2\rangle=(k_BT/m)^2$ and $\langle\chi^2\rangle=5k_BT/2m$,
\begin{equation}
\frac{\kappa}{\eta}=\frac{25}{4T}\frac{[\psi,\psi]}{[\chi,\chi]} .
\label{ratio}
\end{equation}
Symmetry between partners and between direct and reverse collisions makes each bracket proportional to the mean squared change of its function, summed over the colliding pair. Write the velocities as $\mathbf G\pm\mathbf g/2$, and let $D_{ij}$ be the change of $g_ig_j$. Then
\begin{equation}
\Delta\psi=\frac12D_{xy},\qquad
\Delta\chi=\frac{m}{2k_BT}\sum_iG_iD_{iz}.
\end{equation}
The centre velocity is independent of $D$, with $\langle G_iG_j\rangle=\delta_{ij}k_BT/2m$. Elastic collisions make $D$ traceless, so isotropy gives $\langle D_{xy}^2\rangle=\langle D{:}D\rangle/10$ and $\sum_i\langle D_{iz}^2\rangle=\langle D{:}D\rangle/3$. Hence
\begin{equation}
\frac{[\chi,\chi]}{[\psi,\psi]}
=\frac{m/(24k_BT)}{1/40}=\frac{5m}{3k_BT},\qquad
\frac{\kappa}{\eta}=\frac{15}{4}\frac{k_B}{m}.
\end{equation}
Now set $q=-\kappa T'$ and divide \eqref{thermal} by \eqref{drag}:
\begin{equation}
V_T=-\frac{8\kappa T'}{5\pi\rho\bar c^2(1+\pi\alpha/8)}
=-\frac{m\kappa T'}{5\rho k_BT(1+\pi\alpha/8)} .
\end{equation}
Substituting $\kappa$ gives \eqref{drift}. Collision and surface integrals evaluated numerically reproduce $K=0.5385$ for diffuse and $0.7500$ for mirror reflection. For hard-sphere molecules, the second Sonine order raises the diffuse value by 3\%.

\section{Where the gas speed equals the drift}

Between the plates, let the radial gas speed be $rU(z)$, the vertical velocity $w(z)$ and the downward mass flux $j=-\rho w$. Mass conservation gives $j'=2\rho U$. At low Mach number the radial pressure gradient is $-\Lambda r$, and
\begin{align}
\rho(U^2+wU')&=\Lambda+(\eta U')',\\
\rho wc_pT'&=(\kappa T')',\qquad c_p=\frac{5k_B}{2m}.
\end{align}
Let subscript $s$ denote the showerhead, where the flux is $j_s$ and the speed $w_0=j_s/\rho_s$. Define $x=z/H$, $f=j/j_s$, $\theta=T/T_s$, $u=UH/w_0$ and $\mathrm{Re}=j_sH/\eta_s$. With $\eta\propto T^{0.7}$ and uniform pressure,
\begin{align}
\frac{df}{dx}&=\frac{2u}{\theta},\\
\frac{d}{dx}\left(\theta^{0.7}\frac{du}{dx}\right)
&=\mathrm{Re}\left(\frac{u^2}{\theta}-f\frac{du}{dx}\right)-L,\\
\frac{d\hat q}{dx}&=\frac23\mathrm{Re}\,f\frac{d\theta}{dx},\qquad
\hat q=-\theta^{0.7}\frac{d\theta}{dx}>0 .
\label{energy}
\end{align}
The factor $2/3$ is $c_p\eta/\kappa$. The constant $L=\Lambda H^3/(\eta_sw_0)$ is fixed by the boundary conditions: $f=u=0$ at the wafer, $f=1$ and $u=0$ at the showerhead, and given temperatures at both.

Near the wafer $u\simeq u_0'x$, so $f\simeq u_0'x^2/\theta_w$, where $\theta_w$ is the wafer value of $\theta$. The downward gas speed is
\begin{equation}
|w|=w_0f\theta\simeq w_0u_0'x^2 .
\label{near}
\end{equation}
The gas turns sideways before reaching the surface. Along its path, $dr/dt=rU$ and $dj/dt=wj'=-2Uj$, so $r^2j$ is constant. A path starting off the axis leaves at finite height. Even without thermophoresis, a small particle needs settling, diffusion, inertia or another force to reach the wafer.

For the drift, $\eta T'=-\eta_sT_s\hat q/H$ and $\rho T=\rho_sT_s$. Therefore
\begin{equation}
V_T=\frac{K\nu_s\hat q}{H},\qquad
\frac{V_T}{w_0}=\frac{K\hat q}{\mathrm{Re}} .
\label{scaled}
\end{equation}
Without settling, the top of the particle-free layer, $z^*$, satisfies
\begin{equation}
f\theta=\frac{K\hat q}{\mathrm{Re}} .
\label{balance}
\end{equation}
At fixed mass flow, gap and temperatures, pressure has cancelled. Lower pressure raises $V_T$ and the gas speed by the same factor.

In the cases calculated below, the net motion is upward below $z^*$ and downward above it. Particles approach $z^*$ from both sides while the radial flow carries them out. If $V_T$ exceeds $w_0$ at the inlet, particles cannot enter with the uniform stream. The critical flow for entry satisfies $\mathrm{Re}=K\hat q(1)$.

For a thin layer, \eqref{near} and \eqref{balance} give
\begin{equation}
z^*\simeq H\left[\frac{K\hat q(0)}{\mathrm{Re}\,u_0'}\right]^{1/2}.
\label{thin}
\end{equation}
If changes in $\hat q(0)$ and $u_0'$ are ignored, $z^*$ varies as $j_s^{-1/2}$ at fixed gap and as $H^{1/2}$ at fixed flux. For a thin layer, narrowing the gap therefore reduces the thickness in millimetres, although the layer fills more of the gap. This rule fails near the critical flow for entry, where the layer is no longer thin.

\section{How large the effect is}

Take 20~slm of helium at 5~Torr over a wafer of radius 150~mm. The gap is 20~mm, the showerhead is at 400~K and the wafer at 700~K. The assumed viscosity is $2.0\times10^{-5}$~Pa\,s at 300~K. The particle has radius 50~nm, density 2200~kg/m$^3$ and $\alpha=1$. Standard litres refer to 273.15~K and 1~atm. Then
\begin{align}
w_0&=\frac{8.421\times10^{-4}}{8.023\times10^{-4}}\ \mathrm{m/s}
=105\ \mathrm{cm/s},\\
\mathrm{Re}&=\frac{(8.421\times10^{-4})(0.020)}{2.446\times10^{-5}}=0.689 .
\end{align}
The flow solution gives $\hat q=0.814$ at the inlet and $0.981$ at the wafer. Equation \eqref{energy} explains the difference: descending cold gas absorbs heat, so the upward heat flux falls with height. At the inlet,
\begin{equation}
V_T=\frac{0.5385(0.03049)(0.814)}{0.020}\ \mathrm{m/s}
=67\ \mathrm{cm/s}.
\end{equation}
At the wafer it is 81~cm/s. Thermophoresis loses to the gas at the inlet but wins lower down. The speeds meet at 77~cm/s, giving
\begin{equation}
z^*=11.6\ \mathrm{mm}=1.16\ \mathrm{cm}.
\end{equation}
The critical flow for entry is 13.3~slm. With all other settings fixed, $z^*$ falls to 7.5~mm at 40~slm and 5.2~mm at 80~slm. The last ratio, 1.45, is close to the $\sqrt2$ of \eqref{thin}. This supports the scaling only: at these flows \eqref{thin} still underestimates the thickness itself. More flow thins the layer but does not remove it in these cases.

Trajectories including inertia and settling test this picture. A particle released just below the inlet, 5~mm from the axis, leaves at a height of 11.6~mm. One released 0.5~mm above the wafer, 1~mm from the axis, rises and leaves at the same height to within 0.1~mm. Repeating the inlet release at 10~Torr, with mass flow and temperatures fixed, also gives 11.6~mm.

\section{What can cross the layer}

\subsection{Diffusion}

Let $v$ be the upward net particle velocity and $D=k_BT/\gamma$ its diffusion coefficient. A radially uniform particle density $N$ obeys
\begin{equation}
\frac{d}{dz}\left(vN-D\frac{dN}{dz}\right)+2UN=0,
\end{equation}
with $N=0$ at an absorbing wafer. Below $z^*$, particles must diffuse against $v>0$. Setting the vertical flux to zero gives the leading exponential, $dN/dz=vN/D$. The density falls from $z^*$ towards the wafer by $e^{-\Phi}$, where
\begin{equation}
\Phi=\int_0^{z^*}\frac{v}{D}\,dz .
\end{equation}
Radial loss and the absorbing surface modify the prefactor. Since $\gamma\propto a^2$, $\Phi$ grows as $a^2$ while settling is weak.

The barrier is $\Phi=31$ at 3~nm radius, 56 at 4~nm and about 8700 at 50~nm. Solving the transport equation for 3 and 4~nm gives a slope of $-1.015$ for the logarithm of the collected share against $\Phi$, close to the predicted $-1$. For 3~nm particles, the share of entering particles that reaches the wafer is roughly $10^{-15}$ with thermophoresis and 3\% without it. The first figure depends exponentially on $\Phi$, so an error of a few per cent in the drift can change it by a factor of several. It describes diffusion through ideal steady flow; it is not a forecast of wafer cleanliness. For 50~nm particles, the share without thermophoresis is already only 0.1\%.

Scaling as $a^2$ puts $\Phi=1$ near 0.5~nm, where a macroscopic sphere is a doubtful model. The particle barrier therefore gives no reason to expect molecular precursors to be excluded. A barrier of order one still lowers the arrival rate appreciably. For molecules this is thermal diffusion, which drives heavy species in a light carrier gas away from a hot wafer and needs its own coefficient.

\subsection{Settling and inertia}

Settling speed is weight divided by $\gamma$, hence proportional to $a$. At the wafer it is 0.088~cm/s for the 50~nm particle, against an upward drift of 81~cm/s. Extrapolation makes them equal at 46~$\mu$m. There the mean free path is only 1.8 radii, so this is not a reliable threshold.

For reaching the wafer, inertia matters sooner. The stopping distance is particle mass times speed divided by $\gamma$, also proportional to $a$. At the inlet speed it is 71~$\mu$m for 50~nm radius and would equal $z^*$ near 8~$\mu$m. This is a scale, not a threshold for reaching the wafer. Inertia must be included once the stopping distance is a noticeable fraction of $z^*$, already at a few micrometres. It makes an entering particle overshoot below the balance height, while settling, about 14~cm/s at 8~$\mu$m, lowers that height itself. Together they can carry a particle to the wafer at radii well below 46~$\mu$m. The free-molecular assumption is also weakening: the mean free path is 42~$\mu$m at the inlet and 82~$\mu$m at the wafer.

\section{What to do about it}

The following choices apply to small, nearly uncharged particles in this flow.

\begin{itemize}
\item Keep the wafer hotter than the gas whenever particles may be present. If it becomes colder, the heat flux reverses and thermophoresis drives particles towards it. This favours heating before particle-bearing flow starts and purging before cooling.
\item To thicken the layer, reduce mass flow or increase the temperature difference. Changing pressure at fixed mass flow has no leading-order effect while the mean free path is much larger than the particle and much smaller than the gap, and buoyancy is weak. The temperature-jump lengths given below vary inversely with pressure, so a tenfold lower pressure makes them ten times longer and thins the layer. The Rayleigh number grows as the square of pressure.
\item Do not treat the critical flow as a limit for wafer protection. Above it particles can enter, but the layer still separates them from the wafer. Where the upward drift exceeds the gas speed at every height, particles formed in the gap move towards the showerhead. Those that the radial flow does not carry out first can deposit there, so it may need cleaning.
\item If deposition draws gas into the wafer at speed $w_d$, require $V_T>w_d+v_s$ at the surface, where $v_s$ is the settling speed. Other steady forces enter the same balance.
\end{itemize}

The example is an idealized one. Real showerheads have discrete holes, whose jets are faster than the mean inlet stream; the 13.3~slm entry limit does not cover them, and the size of that correction is not calculated here. Temperature jumps at the two walls have a combined length of 1.2\% of the gap for full accommodation, or 4.6\% for a wall accommodation of 0.4, and weaken the gradient by roughly these fractions. A particle heated to wafer temperature while still at the inlet would drift 8\% more slowly there, because re-emission recoil increases its drag. By \eqref{thin}, a small fractional change in $V_T$ changes a thin layer by about half that fraction. The layer in the 20~slm example is not thin, and its response is larger than this.

Buoyancy is weak, with a Rayleigh number of 0.04. Charge needs more care. For one elementary charge on the 50~nm particle, balancing the thermal force at the wafer would take about 1300~V across the gap. The helium would break down first, at no more than a few hundred volts. The required voltage falls inversely with the number of charges, so a more highly charged particle could be driven to the wafer at a voltage the gas withstands. Plasma adds particle charging, sheath fields and ion drag, so this neutral-gas result cannot be carried over to a plasma step. Polyatomic gases and mixtures also need their own thermal-force coefficient. The numerical output lists the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
K diffuse, from collisions and surface: 0.5385
K specular, from collisions and surface: 0.7500
Conductivity/viscosity ratio: 3.7500 kB/m
K diffuse, second Sonine order, hard spheres: 0.5548
Change from second order: 3.0 %
Pressure: 5.0 Torr; gap: 20.0 mm
Wafer radius: 150 mm; helium flow: 20.0 slm
Showerhead: 400 K; wafer: 700 K
Rough He viscosity at 300 K: 2.0e-05 Pa s; power: 0.7
Particle radius: 50 nm; density: 2200 kg/m3
Inlet viscosity: 2.446e-05 Pa s
Inlet gas density: 8.023e-04 kg/m3
Inlet kinematic viscosity: 304.9 cm2/s
Inlet mass flux: 8.421e-04 kg/(m2 s); Re: 0.689
Inlet gas speed: 105.0 cm/s
Scaled heat flux |q| at inlet: 0.814
Scaled heat flux |q| at wafer: 0.981
Thermophoretic speed at inlet: 66.9 cm/s
Thermophoretic speed at wafer: 80.6 cm/s
Particle-free layer z*: 11.59 mm
At z*: gas 77.3 cm/s, drift 77.3 cm/s, T 534 K
Critical flow for entry: 13.3 slm; Re: 0.460
Layer z* at 40 slm: 7.50 mm
Layer z* at 80 slm: 5.18 mm
Exit height, released at inlet: 11.59 mm
Exit height, released at 0.5 mm: 11.58 mm
Exit height, inlet release, 10 Torr: 11.60 mm
Mean free path at inlet: 41.9 um
Mean free path at wafer: 82.1 um
Settling speed at wafer: 0.0878 cm/s
Radius where settling wins (extrapolated): 46 um
Mean free path/that radius: 1.79
Stopping distance at inlet speed: 71.0 um
Radius where stopping distance = z*: 8.2 um
Diffusion barrier, 50 nm radius: 8666
Diffusion barrier, 3 nm radius: 31.2
Diffusion barrier, 4 nm radius: 55.6
Collected share, 3 nm, thermophoresis on: 1.42e-15
Collected share, 4 nm, thermophoresis on: 2.72e-26
Collected share, 3 nm, thermophoresis off: 3.24e-02
Collected share, 50 nm, thermophoresis off: 1.05e-03
Slope of ln(share) against barrier: -1.015
Settled share, 1 um radius, off, path integral: 0.0097
Settled share, 1 um radius, off, grid: 0.0097
Wall temperature-jump lengths/gap, full acc.: 1.2 %
Same, wall accommodation 0.4: 4.6 %
Drift change at inlet if particle is at wafer T: -8.3 %
Gap voltage balancing thermal force, one charge: 1294 V
Rayleigh number (inlet properties): 0.042
\end{verbatim}
